# Jacobi and conjugate-gradient solution of the linearised electron-phonon Boltzmann equation, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The states $i=1,\dots,N$ sample $k$-space with equal weight $s$ (states per area and per spin; the example is two-dimensional). State $i$ has energy $\varepsilon_i$ and velocity $v_i$ along the driving direction. The electron charge is $-e$, $\beta=1/k_BT$, $f_i=[e^{\beta(\varepsilon_i-\mu)}+1]^{-1}$ and $w_i=f_i(1-f_i)$. Phonons stay in equilibrium, so phonon drag is excluded. One branch of energy $\hbar\omega$ and occupation $n_B=[e^{\beta\hbar\omega}-1]^{-1}$ is written out. With several branches, or $\omega$ depending on the pair, the fluxes add, so Section 1 and equations (3), (8) and (9) apply term by term. The stationary temperature (10) and (11) is derived for one dispersionless branch; with several such branches, (10) becomes a single balance summed over them. The golden-rule rate from $i$ to $j$ is

$$W_{ij}=C_{ij}\left[(n_B+1)\,\delta(\eta_{ij})+n_B\,\delta(\eta_{ji})\right],\qquad \eta_{ij}=\varepsilon_i-\varepsilon_j-\hbar\omega .$$

The first term is emission and the second absorption. $C_{ij}=C_{ji}\ge0$ holds $2\pi|g_{ij}|^2/\hbar$ times the weight of the final state, and $C_{ii}=0$. Plain smearing means $\delta(\eta)\to G(\eta)=e^{-\eta^2/2\sigma^2}/(\sigma\sqrt{2\pi})$, so $\sigma$ is a standard deviation. The collision term for occupations $F_i$ is

$$\mathcal C_i[F]=\sum_j\left[W_{ji}F_j(1-F_i)-W_{ij}F_i(1-F_j)\right],$$

and $P_{ij}=W_{ij}f_i(1-f_j)$ is the flux from $i$ to $j$ in the Fermi distribution. The vector of ones is $\mathbf 1$.

## 1. The linear system

Set $F=f+w\phi$ and keep first order in $\phi$. Differentiating each product,

$$\delta\mathcal C_i=-w_i\phi_i\sum_j\left[W_{ij}(1-f_j)+W_{ji}f_j\right]+\sum_jw_j\phi_j\left[W_{ji}(1-f_i)+W_{ij}f_i\right].$$

The factors $w$ complete the fluxes: $w_iW_{ij}(1-f_j)=P_{ij}(1-f_i)$, $w_iW_{ji}f_j=P_{ji}f_i$, $w_jW_{ji}(1-f_i)=P_{ji}(1-f_j)$ and $w_jW_{ij}f_i=P_{ij}f_j$. Hence $\delta\mathcal C=-A\phi$ with

$$A_{ii}=D_i=\sum_j\left[P_{ij}(1-f_i)+P_{ji}f_i\right],\qquad A_{ij}=-\left[P_{ji}(1-f_j)+P_{ij}f_j\right]\quad(i\ne j).\tag{1}$$

$D$ also denotes the diagonal matrix, and $D_i=w_i/\tau_i$ defines the relaxation time. Relabelling $i\leftrightarrow j$ in $D_i$ gives $D_j=-\sum_{i\ne j}A_{ij}$, so $\mathbf 1^TA=0$ for any rates. This is particle conservation.

In a field $\mathcal E$ (which absorbs any gradient of $\mu$) and a temperature gradient $T'$, the steady state obeys $-(e\mathcal E/\hbar)\,\partial_kf+vT'\,\partial_Tf=\mathcal C$. With $\partial_\varepsilon f=-\beta w$, $\partial_kf=-\hbar\beta wv$ and $\partial_Tf=\beta w(\varepsilon-\mu)/T$, and provided $\mathcal C[f]=0$,

$$A\phi=-\beta\left[e\mathcal E\,b_1+\frac{T'}{T}\,b_2\right],\qquad b_1=vw,\quad b_2=v(\varepsilon-\mu)w .$$

Let $Ax_a=b_a$ and $L_{ab}=b_a^Tx_b$. With spin factor 2, the charge current is $J=-2es\,b_1^T\phi=2e\beta s\,[e\mathcal EL_{11}+L_{12}T'/T]$, and the heat current at $T'=0$ is $Q=2s\,b_2^T\phi=-2e\beta s\,\mathcal EL_{21}$. The conductivity $J/\mathcal E$, the Seebeck coefficient $\mathcal E/T'$ at $J=0$ and the Peltier coefficient $Q/J$ are

$$\sigma_c=2e^2\beta sL_{11},\qquad S=-\frac{L_{12}}{eTL_{11}},\qquad \Pi=-\frac{L_{21}}{eL_{11}} .\tag{2}$$

The Kelvin relation $\Pi=TS$ is $L_{12}=L_{21}$. If $A=A^T$ it holds, since $L_{12}=(Ax_1)^Tx_2=x_1^TAx_2=x_1^Tb_2=L_{21}$.

## 2. Spectrum under detailed balance

Take a pair in which $i$ emits and $j$ absorbs, both with the same factor $\delta(\eta_{ij})$ or $G(\eta_{ij})$. From $(n_B+1)/n_B=e^{\beta\hbar\omega}$ and $f/(1-f)=e^{-\beta(\varepsilon-\mu)}$,

$$\frac{P^{\rm em}_{ij}}{P^{\rm abs}_{ji}}=\frac{(n_B+1)f_i(1-f_j)}{n_Bf_j(1-f_i)}=e^{\beta\hbar\omega}e^{-\beta(\varepsilon_i-\varepsilon_j)}=e^{-\beta\eta_{ij}} .\tag{3}$$

With exact energy conservation $\eta_{ij}=0$ and $P=P^T$. Then $\mathcal C_i[f]=\sum_j(P_{ji}-P_{ij})=0$, and (1) reduces to $D_i=\sum_jP_{ij}$, $A_{ij}=-P_{ij}$, a graph Laplacian. Expanding the squares and using $P=P^T$,

$$\phi^TA\phi=\tfrac12\sum_{ij}P_{ij}(\phi_i-\phi_j)^2,\qquad \phi^T(2D-A)\phi=\tfrac12\sum_{ij}P_{ij}(\phi_i+\phi_j)^2 .$$

Both are non-negative, so the eigenvalues $\lambda_k$ of $\tilde A=D^{-1/2}AD^{-1/2}$ lie in $[0,2]$. The first form vanishes only when $\phi$ is constant on each connected component of the graph of nonzero $P_{ij}$, so there is one zero mode per component. On a connected graph it is $\phi=\mathbf 1$, or $\delta f\propto w\propto\partial f/\partial\mu$, a change of particle number. The second form vanishes only when $\phi_j=-\phi_i$ across every edge, so $\lambda=2$ occurs once per bipartite component.

A single zero mode is therefore not automatic. For a dispersionless phonon, exact conservation and energy spacing $\Delta$ with $\hbar\omega=M\Delta$, the levels split into $M$ ladders, each conserving its own particle number. Each is bipartite by the parity of the rung, which gives $M$ modes at $0$ and $M$ at $2$. An untruncated Gaussian, entered in the symmetric form of Section 6 so that $P=P^T$ still holds, makes every $P_{ij}$ with $C_{ij}>0$ positive. If all off-diagonal $C_{ij}$ are positive and $N\ge3$, the graph is connected and contains triangles, so one zero mode is left and $\lambda<2$.

## 3. Jacobi iteration and conjugate gradients

In this section $A=A^T$ and $b$ is orthogonal to all zero modes. Let $U_k$ be the eigenvectors of $\tilde A$ and $c_k=U_k^TD^{-1/2}b$. The solution has $D^{1/2}x_*=\sum_kU_kc_k/\lambda_k$ and $L=b^Tx_*=\sum_kc_k^2/\lambda_k$, summed over the sector that $b$ excites, whose extreme eigenvalues are $\lambda_-$ and $\lambda_+$.

### Jacobi

The update is $x_{n+1}=x_n+\gamma D^{-1}(b-Ax_n)$ with $x_0=0$. For $\gamma=1$ the first iterate is $x_1=D^{-1}b_1=v\tau$, the self-energy relaxation time approximation (SERTA). The error $y_n=x_*-x_n$ obeys $D^{1/2}y_{n+1}=(1-\gamma\tilde A)D^{1/2}y_n$, and the scaled residual $D^{-1/2}r_n$, with $r_n=b-Ax_n$, obeys the same recursion. Each eigencomponent is multiplied by $1-\gamma\lambda_k$ per step, so for $\gamma=1$

$$b^Tx_n=\sum_kc_k^2\,\frac{1-(1-\lambda_k)^n}{\lambda_k},\qquad \|D^{1/2}y_n\|\le\rho^n\|D^{1/2}y_0\|,\qquad\rho=\max(|1-\lambda_-|,|1-\lambda_+|).\tag{4}$$

Forward-peaked scattering changes a current-carrying $\phi$ little per event, so by the first quadratic form $\lambda_-$ is small, and the step count grows as $1/\lambda_-$. A mode at $\lambda=2$ has factor $-1$ and never decays. On a ladder $\ell$ its normalised eigenvector is $D^{1/2}t/(\sum_{i\in\ell}D_i)^{1/2}$ with $t_i=\pm1$ alternating by rung, so $r^TD^{-1}r$ stalls at $\sum_\ell(\sum_{i\in\ell}t_ib_i)^2/\sum_{i\in\ell}D_i$. Any $0<\gamma<1$ gives $|1-\gamma\lambda|<1$ on $(0,2]$ and removes the stall. On an inversion-symmetric grid $t$ is even and $b_{1,2}$ are odd, so these sources do not excite the mode.

### Conjugate gradients with preconditioner $D$

Start from $x_0=0$, $r_0=b$, $p_0=z_0$, where $z_n=D^{-1}r_n$, and iterate

$$a_n=\frac{r_n^Tz_n}{p_n^TAp_n},\quad x_{n+1}=x_n+a_np_n,\quad r_{n+1}=r_n-a_nAp_n,\quad p_{n+1}=z_{n+1}+\zeta_np_n,$$

with $\zeta_n=r_{n+1}^Tz_{n+1}/r_n^Tz_n$. Assume $r_n^Tp_j=0$ and $p_n^TAp_j=0$ for $j<n$, which is empty at $n=0$. For $j<n$, $r_{n+1}^Tp_j=r_n^Tp_j-a_np_n^TA^Tp_j=0$, and this step uses $A^T=A$. For $j=n$, $r_n^Tp_n=r_n^Tz_n$ because $r_n^Tp_{n-1}=0$, so $r_{n+1}^Tp_n=0$ by the choice of $a_n$. Thus $r_{n+1}$ is orthogonal to $p_0,\dots,p_n$, and to $z_j=p_j-\zeta_{j-1}p_{j-1}$ for $j\le n$. Next, $Ap_j=(r_j-r_{j+1})/a_j$ gives $z_{n+1}^TAp_j=r_{n+1}^T(z_j-z_{j+1})/a_j$. This vanishes for $j<n$. For $j=n$ it is $-r_{n+1}^Tz_{n+1}/a_n$, which cancels $\zeta_np_n^TAp_n=\zeta_nr_n^Tz_n/a_n$. So $p_{n+1}^TAp_j=0$ for $j\le n$, and the induction closes.

Let $\mathcal K_n$ be the span of $p_0,\dots,p_{n-1}$, which by the recursions is the span of $(D^{-1}A)^jD^{-1}b$, $j<n$. Since $x_n\in\mathcal K_n$ and $r_n\perp\mathcal K_n$, $b^Tx_n=x_n^TAx_n$. With $\|y\|_A^2=y^TAy$,

$$\|y_n\|_A^2=L-2b^Tx_n+x_n^TAx_n=L-b^Tx_n .\tag{5}$$

For $u\in\mathcal K_n$, $\|y_n-u\|_A^2=\|y_n\|_A^2-2u^Tr_n+\|u\|_A^2\ge\|y_n\|_A^2$, so $x_n$ minimises the error over $\mathcal K_n$. The spaces are nested, so the conductivity estimate rises monotonically to its limit. Any element of $\mathcal K_n$ has squared error $\sum_kc_k^2\pi(\lambda_k)^2/\lambda_k$ for a polynomial $\pi$ of degree at most $n$ with $\pi(0)=1$. Choose the Chebyshev polynomial $T_n[(\lambda_++\lambda_--2\lambda)/(\lambda_+-\lambda_-)]$ divided by its value at $\lambda=0$. The numerator is at most 1 in modulus on $[\lambda_-,\lambda_+]$. With $\kappa=\lambda_+/\lambda_-$ and $\xi=(\sqrt\kappa-1)/(\sqrt\kappa+1)$, the argument at $\lambda=0$ is $(\kappa+1)/(\kappa-1)=(\xi+\xi^{-1})/2$, where $T_n=(\xi^n+\xi^{-n})/2\ge\xi^{-n}/2$. Therefore

$$\|y_n\|_A\le2\xi^n\|y_0\|_A,\qquad L-b^Tx_n\le4\xi^{2n}L .\tag{6}$$

The step count allowed by this bound grows as $\lambda_-^{-1/2}$. The singularity of $A$ does not enter, because zero modes have $c_k=0$.

## 4. The particle-number zero mode

Let the graph be connected. Multiplying $Ax=b$ by $\mathbf 1^T$ shows that a solution needs $B\equiv\sum_ib_i=0$. On a grid closed under $k\to-k$ this holds, since $v$ is odd and $w$, $\varepsilon$ are even. A shifted grid, an asymmetric selection of states or interpolated velocities with an even error can give $B\neq0$.

For Jacobi, $\mathbf 1^TDx_{n+1}=\mathbf 1^TDx_n+B-\mathbf 1^TAx_n$, so $\mathbf 1^TDx_n=nB$ whether or not $A$ is symmetric. For symmetric $A$ the zero mode is $U_0=D^{1/2}\mathbf 1/(\sum D)^{1/2}$ with $c_0^2=B^2/\sum D$, and its term in (4) is the limit $\lambda\to0$, namely $nc_0^2$. A mode at $\lambda=2$ would contribute $c_k^2[1-(-1)^n]/2$, which alternates and has no limit. If the graph is not bipartite, or $b$ does not excite that mode,

$$b^Tx_n\to n\,\frac{B^2}{\sum_iD_i}+\sum_{k>0}\frac{c_k^2}{\lambda_k}.\tag{7}$$

For CG, $\mathbf 1^Tr_n=B$ at every step, and the Cauchy-Schwarz inequality $(\mathbf 1^Tr)^2\le(\sum D)(r^TD^{-1}r)$ bounds $r^TD^{-1}r$ from below by $B^2/\sum D$. The orthogonality proof did not use $B=0$, so $x_n$ maximises $2b^Tu-u^TAu$ over $\mathcal K_n$, with maximum $b^Tx_n$. A polynomial that vanishes at every excited nonzero $\lambda_k$ maps $D^{-1}b$ onto a multiple of $\mathbf 1$, so $\mathcal K_n$ eventually contains $\mathbf 1$, along which the functional is $2B$ times an unbounded amplitude. The estimate then diverges.

The cure has two parts. The source is projected, $b^\perp=b-wB/\sum w$, which for $b_1$ subtracts the $w$-weighted mean velocity $\bar v=B/\sum w$. The solution is shifted by $x\to x-\mathbf 1\,(w^Tx)/\sum w$, which enforces $\sum\delta f=0$. Then $b^Tx=b^{\perp T}x$ because $w^Tx=0$, and $b^{\perp T}x$ does not depend on the shift because $b^{\perp T}\mathbf 1=0$. Projecting along $w$ is a choice: it makes the vector that measures the current at fixed particle number equal to the source, which keeps $L_{ab}$ symmetric. A direct solver reaches the same result through $(A+\alpha ww^T)x=b$ with $\alpha>0$: applying $\mathbf 1^T$ gives $\alpha\,w^Tx=B/\sum w$, hence $Ax=b^\perp$, and only the shift remains. With several components both steps are done on each.

For a symmetric collision matrix, we now have the spectrum, the convergence of Jacobi and conjugate gradients, and a cure for the particle-number zero mode. It remains to see what plain Gaussian smearing breaks, how symmetrising the fluxes restores these results, and how the methods perform in a worked example.
